# Facial and meridional isomers of an M(AB)3 chelate at equilibrium

## Problem

A metal M binds three identical chelate ligands AB through the donor atoms A and B, which are different. The six donors sit at the corners of an octahedron, and each ligand spans two neighbouring (cis) corners. In the facial isomer (fac) no two A donors are opposite each other. In the meridional isomer (mer) two of them are.

Let $\Delta = E_{\rm mer}-E_{\rm fac}$ be the molar difference between the lowest levels of the two isomers. It includes zero-point energy and excludes any entropy of symmetry. Take $\Delta = 3$ kJ/mol, which favours fac, and $T=400$ K.

1. Find the statistical weight of mer relative to fac by counting arrangements, and show that quantum mechanics gives the same weight.
2. Derive the equilibrium share of mer and evaluate it. What would the share be if 3 kJ/mol were the full free-energy difference?
3. Find the limits of the share and its sensitivity to $\Delta$ and $T$.
4. Estimate the effects of unequal rotation, unequal soft vibrations and a polar medium.
5. For exchange by reversal of one ligand at a time, with a barrier of 120 kJ/mol from fac, find the time constant of the approach to equilibrium at 400 K and at 300 K.

## Solution

### 1. The statistical weight

**Counting.** Label the corners $\pm x,\pm y,\pm z$. The corner $+x$ can be joined to any of its four neighbours; suppose it is joined to $+y$. The corners $-x,-y,+z,-z$ remain. Joining $-x$ to $-y$ would leave the opposite pair $+z,-z$, which a ligand cannot span. So $-x$ must be joined to $+z$ or to $-z$, and $-y$ takes the other. There are $4\times2=8$ ways to place the ligands, and in each of them one ligand links the axes $x,y$, one links $y,z$ and one links $z,x$.

Each ligand can be placed either way round, which gives $8\times2^3=64$ arrangements. An arrangement is fac if the three A donors lie on three different axes. If the $xy$ ligand has its A on $x$, the $zx$ ligand must then have its A on $z$, and the $yz$ ligand its A on $y$. Starting with A on $y$ gives one more solution. Hence 2 of the 8 orientations are fac and 6 are mer:

$$
N_{\rm fac}=8\times2=16,\qquad N_{\rm mer}=8\times6=48,\qquad \frac{N_{\rm mer}}{N_{\rm fac}}=3 .
$$

**Symmetry numbers.** The octahedron has 24 proper rotations. If $s$ of them leave an arrangement unchanged, rotation produces $24/s$ different arrangements from it. Consider the ligands $(+x,-y)$, $(+y,-z)$, $(+z,-x)$, with A written first. The cyclic rotation $x\to y\to z\to x$ turns each ligand into the next. The rotations that preserve the set of A corners $\{+x,+y,+z\}$ are the identity and the two threefold turns, so $s_{\rm fac}=3$.

Reverse the last ligand to obtain mer, with A on $+x,+y,-x$. Apart from the identity, the one rotation that preserves this set is the half-turn about $y$. It would carry the ligand $(+x,-y)$ to $(-x,-y)$, which is not present. Therefore $s_{\rm mer}=1$.

The sets generated by rotation have 8 members for fac and 24 for mer. Since $16=2\times8$ and $48=2\times24$, each isomer has two forms that rotation cannot interconvert. They are mirror images: for each of the 64 arrangements, inversion was tested against all 24 rotations, and the inverted arrangement never coincided with a rotated one. The factor 2 for enantiomers is common to both isomers and cancels. The weight 3 is thus $s_{\rm fac}/s_{\rm mer}$.

**Quantum origin.** Identical ligands cannot be labelled, so the weight must also follow from the allowed quantum states. Let each ligand have $g$ nuclear spin states. In fac, a turn by $120^\circ$ exchanges the ligands cyclically. A cycle of three is an even permutation, so the total wavefunction is unchanged whether the nuclei are bosons or fermions.

Let $C$ be the cyclic shift acting on the $g^3$ spin states. Its eigenvalues are $\omega^m$, with $\omega=e^{2\pi i/3}$ and $m=0,1,2$. The identity has trace $g^3$. Both $C$ and $C^2$ have trace $g$, because a product state is unchanged by them if all three ligands are in the same spin state. The number of spin states with eigenvalue $\omega^m$ is therefore

$$
n_m=\tfrac13\left(g^3+\omega^{-m}g+\omega^{-2m}g\right),
\qquad
n_0=\frac{g^3+2g}{3},\qquad n_1=n_2=\frac{g^3-g}{3}.
$$

Let $K$ be the quantum number of angular momentum about the threefold axis. The turn multiplies the rotational function by $e^{2\pi iK/3}$, and the spin function must supply the inverse factor. For a totally symmetric vibrational state, levels with $K$ divisible by 3 thus have weight $n_0$, and the others have $n_1=n_2$. When many values of $K$ are thermally occupied, the three classes occur equally often and the mean weight is

$$
\frac{n_0+n_1+n_2}{3}=\frac{g^3}{3}.
$$

In mer no rotation exchanges the ligands, and every level has the full weight $g^3$. The ratio is again 3. For $g=2$ the fac weights are 4, 2, 2, with mean $8/3$, against 8 for mer. An explicit sum over rotational levels at 400 K, with the fac moments of inertia of part 4 used for both isomers so that symmetry alone differed, gave a ratio of 3.000000.

### 2. The equilibrium share

Treat the isomers as ideal species. With $q_i$ the molecular partition function and $N_i$ the number of molecules, the chemical potential per mole is $\mu_i=-RT\ln(q_i/N_i)$. Equilibrium requires $\mu_{\rm mer}=\mu_{\rm fac}$, so $N_{\rm mer}/N_{\rm fac}=q_{\rm mer}/q_{\rm fac}$.

Now assume that apart from symmetry and the lowest level the partition functions are equal:

$$
q_i=\frac{2q_0}{s_i}\,e^{-E_i/RT},
$$

where 2 counts the enantiomers and $q_0$ is common. Division gives the equilibrium constant

$$
K_{\rm eq}=\frac{q_{\rm mer}}{q_{\rm fac}}
=\frac{s_{\rm fac}}{s_{\rm mer}}e^{-\Delta/RT}
=3e^{-\Delta/RT}.
$$

Let $x$ be the mer share. Then $x/(1-x)=K_{\rm eq}$, and

$$
x=\frac{K_{\rm eq}}{1+K_{\rm eq}}
=\frac{3e^{-\Delta/RT}}{1+3e^{-\Delta/RT}}
=\frac{3}{3+e^{\Delta/RT}} .
$$

At 400 K, $RT=3.3258$ kJ/mol. Therefore

$$
\frac{\Delta}{RT}=\frac{3.000}{3.3258}=0.9020,\qquad
K_{\rm eq}=3\times0.4057=1.217,
$$

$$
x=\frac{1.217}{2.217}=0.549 .
$$

The mixture contains 55 percent mer and 45 percent fac. The isomer with the higher energy is the more abundant one, because it has three times as many arrangements. In terms of free energy,

$$
\Delta G=-RT\ln K_{\rm eq}=\Delta-RT\ln3
=3.000-3.654=-0.654\ \text{kJ/mol}.
$$

The definition of $\Delta$ is essential here. If 3 kJ/mol were the full free-energy difference, the term $-RT\ln3$ would already be inside it, and the share would be

$$
x=\frac{1}{1+e^{0.9020}}=0.289 .
$$

A computed free energy that uses the symmetry numbers 3 and 1 is of this second kind, and must not be multiplied by the weight again. An energy difference, or a free energy computed with $s=1$ for both isomers, still needs the weight.

### 3. Limits and sensitivity

As $T\to\infty$ the exponential tends to 1 and $x\to3/4$, the result of counting alone. As $T\to0$ with $\Delta>0$, $x\to0$. The isomers are equally abundant when $3e^{-\Delta/RT}=1$, that is, at

$$
T_{1/2}=\frac{\Delta}{R\ln3}=328\ \text{K}.
$$

Below this temperature energy prevails and fac is in the majority; above it the count prevails. If instead $\Delta<0$, energy and counting both favour mer. The share then starts at 1 at low temperature and falls towards $3/4$.

For the sensitivity, differentiate $x=K_{\rm eq}/(1+K_{\rm eq})$:

$$
\frac{dx}{dK_{\rm eq}}=\frac{1}{(1+K_{\rm eq})^2},\qquad
\frac{\partial K_{\rm eq}}{\partial\Delta}=-\frac{K_{\rm eq}}{RT},\qquad
\frac{\partial K_{\rm eq}}{\partial T}=\frac{K_{\rm eq}\Delta}{RT^2}.
$$

Since $K_{\rm eq}/(1+K_{\rm eq})^2=x(1-x)$, the chain rule gives

$$
\frac{\partial x}{\partial\Delta}=-\frac{x(1-x)}{RT},\qquad
\frac{\partial x}{\partial T}=\frac{x(1-x)\Delta}{RT^2}.
$$

At the stated conditions these are $-7.4$ percentage points per kJ/mol and $+0.056$ percentage points per kelvin. A change of 10 K thus matters little, while an error of 1 kJ/mol in $\Delta$ matters much more: the share is 62 percent for $\Delta=2$ kJ/mol and 47 percent for 4 kJ/mol. An uncertainty of that size leaves open which isomer is in the majority.

### 4. What the equal-partition-function model omits

Suppose the remaining parts of the partition functions have a ratio $f=q_{0,\rm mer}/q_{0,\rm fac}$ different from 1. The same division as before gives

$$
K_{\rm eq}=3f e^{-\Delta/RT},\qquad x=\frac{3f}{3f+e^{\Delta/RT}} .
$$

The three estimates below are applied separately, each with the other conditions held fixed.

**Rotation.** The classical rotational energy is $\sum_i L_i^2/(2I_i)$, with $L_i$ the angular momentum about principal axis $i$ and $I_i$ the moment of inertia. Each integral over $L_i$ gives

$$
\int_{-\infty}^{\infty}e^{-L_i^2/(2I_ik_BT)}\,dL_i=\sqrt{2\pi I_ik_BT},
$$

and the integral over orientations is the same for both isomers. With the symmetry numbers already separated,

$$
f_{\rm rot}=\sqrt{\frac{(I_1I_2I_3)_{\rm mer}}{(I_1I_2I_3)_{\rm fac}}}.
$$

As a rough structure, take the masses and shape of tris(trifluoroacetylacetonato)aluminium. Al (27 u) is at the origin. In each ligand plane, give positions in angstrom as (distance along the bisector of the two Al–O bonds, distance across it). The O atoms (16 u) are at $(1.3435,\pm1.3435)$, which makes the Al–O distance 1.90 Å, the carbonyl C atoms (12 u) at $(2.61,\pm1.22)$ and the central CH (13 u) at $(3.28,0)$. The end groups are point masses, CF$_3$ (69 u) at $(3.35,2.52)$ and CH$_3$ (15 u) at $(3.35,-2.52)$. The principal moments about the centre of mass, in u Å$^2$, are

- fac: 3294, 3294, 4538;
- mer: 2741, 3781, 4910.

They give $f_{\rm rot}\approx1.02$. For this structure the rotational correction raises the share by only about 0.4 percentage points. Placing the F and H atoms explicitly instead of using point masses increases the moments by 14 to 18 percent, but $f_{\rm rot}$ stays near 1.02 and the shift becomes about 0.5 points.

**Soft vibrations.** Since $\Delta$ contains the zero-point energies, vibrational levels are measured from the lowest one. For a harmonic mode of frequency $\nu$,

$$
q_{\rm vib}=\sum_{n=0}^{\infty}e^{-nh\nu/k_BT}=\frac{1}{1-e^{-h\nu/k_BT}} .
$$

Let five modes lie at 50 cm$^{-1}$ in fac and 5 percent lower in mer; these are illustrative values. The product of the five ratios is $f_{\rm vib}=1.26$, and the share rises to 61 percent. With these values, small shifts in several soft modes count for more than the change in the moments of inertia found above. If the modes were softer in fac, the share would move the other way.

**A polar medium.** Let each ligand have a dipole that lies in its chelate plane. Its component along the ligand's bisector cancels in the sum over ligands, because that sum is proportional to the sum of all six corner vectors, which is zero. There remains the component $d$ along the line from B to A. With unit vectors $\mathbf a_i,\mathbf b_i$ to the donors, which are perpendicular, the total dipole is

$$
\boldsymbol\mu=d\sum_{i=1}^{3}\frac{\mathbf a_i-\mathbf b_i}{\sqrt2}
=\sqrt2\,d\sum_{i=1}^{3}\mathbf a_i ,
$$

where $\sum\mathbf b_i=-\sum\mathbf a_i$ was used. In fac the $\mathbf a_i$ are mutually perpendicular and their sum has length $\sqrt3$. In mer two of them cancel and the sum has length 1. Hence

$$
\mu_{\rm fac}=\sqrt6\,d,\qquad \mu_{\rm mer}=\sqrt2\,d .
$$

Place the molecule as a point dipole at the centre of a sphere of radius $a$ in a medium of relative permittivity $\varepsilon$. With the factor $1/(4\pi\varepsilon_0)$ left out for the moment, the potentials are

$$
\phi_{\rm in}=\left(\frac{\mu}{r^2}-Fr\right)\cos\theta,\qquad
\phi_{\rm out}=\frac{B}{r^2}\cos\theta ,
$$

where $F$ is the field that the polarized medium exerts on the dipole. Continuity of the potential and of the normal displacement at $r=a$ requires

$$
\frac{\mu}{a^3}-F=\frac{B}{a^3},\qquad
\frac{2\mu}{a^3}+F=\frac{2\varepsilon B}{a^3}.
$$

Insert $B/a^3$ from the first condition into the second and collect $F$:

$$
(2\varepsilon+1)F=2(\varepsilon-1)\frac{\mu}{a^3},\qquad
F=\frac{2(\varepsilon-1)}{2\varepsilon+1}\frac{\mu}{a^3}.
$$

The interaction energy is $-\mu F$, but polarizing a linear medium costs half of this amount, so the solvation free energy is $-\mu F/2$. It is lower for fac, which has the larger dipole. The preference for fac therefore grows by

$$
\delta\Delta=N_A\,\frac{\varepsilon-1}{2\varepsilon+1}\,
\frac{\mu_{\rm fac}^2-\mu_{\rm mer}^2}{4\pi\varepsilon_0a^3}.
$$

Take the round values $d=2$ D, $a=5$ Å and $\varepsilon=5$. The dipoles are 4.90 D and 2.83 D, and $\delta\Delta=2.8$ kJ/mol. If the original 3 kJ/mol referred to the gas, the effective preference in the medium is 5.8 kJ/mol and the mer share is 34 percent. In this point-dipole form it is the largest of the three corrections for these inputs, but it is an overestimate. The ligand dipoles lie off centre, so they also produce a quadrupole proportional to $\sum_i(\mathbf a_i\mathbf a_i-\mathbf b_i\mathbf b_i)$. This sum vanishes for fac but not for mer, and its solvation favours mer. With the same $d$, $a$ and $\varepsilon$ and the ligand dipoles placed 2 to 3.35 Å from the centre, the sum over all multipoles gives $\delta\Delta$ from 1.8 down to 0.8 kJ/mol and a mer share of 42 to 49 percent; at the upper end the effect is about as large as that of the soft modes. The cavity model also ignores the molecule's polarizability and real shape, and the dipole term varies as $d^2/a^3$. The estimate shows that a gas-phase $\Delta$ cannot be carried unchanged into a polar liquid. If $\Delta$ was determined in the liquid itself, the shift is already included and must not be added.

### 5. The approach to equilibrium

Reversing one ligand exchanges its A and B ends. From fac, each of the three reversals leads to mer. In mer, one ligand is placed contrary to the cyclic order of the other two. Reversing that ligand gives fac; reversing either of the others gives another mer arrangement.

Assume that all reversals pass through one common saddle level, at a height $G^\ddagger$ above fac and $G^\ddagger-\Delta$ above mer. With transition-state rates and no recrossing,

$$
k_f=\frac{k_BT}{h}e^{-G^\ddagger/RT},\qquad
k_m=\frac{k_BT}{h}e^{-(G^\ddagger-\Delta)/RT}=k_f e^{\Delta/RT}
$$

are the rates per reversal from fac and from mer. The mer population $p$ obeys

$$
\frac{dp}{dt}=3k_f(1-p)-k_mp=3k_f-(3k_f+k_m)p .
$$

Starting from pure fac, $p(0)=0$, the solution is

$$
p(t)=x\left(1-e^{-t/\tau}\right),\qquad
\frac1\tau=3k_f+k_m,\qquad
x=\frac{3k_f}{3k_f+k_m}=\frac{3}{3+e^{\Delta/RT}} .
$$

The final share agrees with part 2. In this description the weight 3 appears as three exits from fac against one return from each mer arrangement.

For $G^\ddagger=120$ kJ/mol at 400 K, $k_f=1.78\times10^{-3}$ s$^{-1}$ and $k_m=4.39\times10^{-3}$ s$^{-1}$, so

$$
\frac1\tau=(3\times1.78+4.39)\times10^{-3}\ \text{s}^{-1}
=9.7\times10^{-3}\ \text{s}^{-1},\qquad \tau\approx103\ \text{s}.
$$

At 300 K the same barrier gives $\tau\approx229$ days. Under these assumptions a sample held at 400 K for many minutes equilibrates. If it is then cooled to 300 K in a time too short for further exchange, it keeps nearly its 400 K composition, although equilibrium at 300 K would favour fac. An analysis at room temperature would then report the thermal history of the sample and not its equilibrium at room temperature.

### Relation to real precursors

Volatile tris-β-diketonates with unsymmetrical ligands are a real class of M(AB)$_3$ precursors. A source temperature near 400 K and isomer energy differences of a few kJ/mol are rough, plausible scales for them. The 3 kJ/mol preference for fac and the 120 kJ/mol exchange barrier are chosen parameters and are not claimed for the aluminium compound whose shape was used in part 4. Whether the 400 K composition survives depends on the barrier and on the time spent cooling and in storage: with 100 kJ/mol instead of 120, the time constant at 300 K would be about two hours instead of 229 days, and a stored sample would re-equilibrate. A real source can depart from the model through its medium: with the inputs above, and with $\Delta$ referring to the gas, a polar melt lowers the share in the liquid from 55 percent to 34 percent in the point-dipole estimate, or to 42 to 49 percent with off-centre ligand dipoles. The vapour can differ from the liquid. In an ideal mixture the mer/fac ratio in the vapour is the liquid ratio multiplied by the ratio of the pure isomers' vapour pressures. This ratio is tied to the medium shift. If the isomers equilibrate in the melt, the vapour above it is at gas-phase equilibrium, and the pressure ratio is $e^{\delta\Delta/RT}$. For $\delta\Delta=2.8$ kJ/mol it is 2.3, and the 34 percent melt gives off a 55 percent vapour. If instead $\Delta$ refers to the liquid, a vapour-pressure ratio of 1.26 in favour of mer would turn a 55 percent liquid into a 61 percent vapour, by the same arithmetic as for $f_{\rm vib}$. Decomposition, or exchange slower than delivery, can take the source out of the equilibrium on which the calculation rests. The figure of 55 percent is thus accurate for the stated model, but as a prediction for a particular precursor it is no better than the values of $\Delta$ and $f$ put into it.

## Calculated quantities

```
Temperature: 400 K
Facial preference e: 3.000 kJ/mol
Cis-edge pairings: 8
Arrangements, total / fac / mer: 64 / 16 / 48
Symmetry numbers, fac / mer: 3 / 1
Statistical ratio mer/fac: 3.000
Spin weights for g=2, K mod 3 = 0,1,2: [4 2 2]
Quantum rotational symmetry ratio: 3.000000
RT: 3.3258 kJ/mol
e/RT: 0.9020
exp(-e/RT): 0.4057
RT ln 3: 3.6537 kJ/mol
Equilibrium ratio mer/fac: 1.2172
Free energy mer minus fac: -0.6537 kJ/mol
Meridional / facial share: 54.90 / 45.10 percent
Share if e were full free energy: 28.86 percent
Equal-population temperature: 328.43 K
Energy slope: -7.445 percentage points per kJ/mol
Temperature slope: 0.0558 percentage points per K
Mer share for e=2 kJ/mol: 62.18 percent
Mer share for e=4 kJ/mol: 47.40 percent
Fac moments: [3294.4 3294.4 4538.3] u angstrom^2
Mer moments: [2741.1 3780.6 4910.2] u angstrom^2
Rotational factor mer/fac: 1.0164
Mer share with rotation: 55.30 percent
Soft modes: 5 at 50 cm^-1 in fac
Mode softening in mer: 5.0 percent
Vibrational factor mer/fac: 1.2645
Mer share with soft modes: 60.62 percent
Ligand dipole: 2.00 D
Fac / mer dipole: 4.899 / 2.828 D
Cavity radius: 5.0 angstrom
Medium relative permittivity: 5.0
Extra facial preference in medium: 2.803 kJ/mol
Mer share in medium: 34.38 percent
Flip barrier from fac: 120.0 kJ/mol
Flip rates at 400 K, fac / mer: 1.782e-03 / 4.391e-03 s^-1
Relaxation time at 400 K: 102.72 s
Relaxation time at 300 K: 228.9 days
```
